# Why the Interband-Tunnelling Field Ceiling Rises with Band Gap: a program that tests the result

```python
"""
Result under test: the interband-tunnelling exponent in a uniform field F is
    S = C * sqrt(m_r) * Eg**1.5 / (hbar * e * F),
so a fixed S requires F proportional to sqrt(m_r) * Eg**1.5.
C = pi/2 for a direct gap with two symmetric coupled bands;
C = 4*sqrt(2)/3 for phonon-assisted tunnelling between parabolic tails.
Eg: band gap (eV); m_c, m_v: electron and hole masses along the field (m0);
m_r = m_c*m_v/(m_c+m_v); F: field times e (eV/nm, numerically V/nm).
Energies are in eV and lengths in nm; 1 V/nm = 10 MV/cm.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, simpson, solve_ivp
from scipy.optimize import brentq
from scipy.special import airy

HBAR2_M0 = const.hbar**2 / (const.m_e * const.e) * 1e18   # eV nm^2
C_DIRECT = np.pi / 2
C_INDIRECT = 4 * np.sqrt(2) / 3


def reduced(m_c, m_v):
    return m_c * m_v / (m_c + m_v)


def ceiling(gap, m_r, exponent, coefficient):
    """Field (V/nm) that gives the stated tunnelling exponent."""
    return coefficient * np.sqrt(m_r / HBAR2_M0) * gap**1.5 / exponent


# ---- Direct gap: H(k) = hv*k*sigma_x + (gap/2)*sigma_z, hv = hbar*v ----
def mass_from_curvature(gap, hv, dk=0.01):
    def separation(k):
        h = np.array([[gap / 2, hv * k], [hv * k, -gap / 2]])
        low, high = np.linalg.eigvalsh(h)
        return high - low
    curvature = 2 * (separation(dk) - separation(0.0)) / dk**2
    return HBAR2_M0 / curvature


def direct_minus_log_probability(gap, hv, field):
    """Integrate the time-dependent two-band equation through the gap."""
    q_end = 20 * gap
    sweep = hv * field

    def rhs(q, c):
        return np.array([-1j * (gap / 2 * c[0] + q * c[1]) / sweep,
                         -1j * (q * c[0] - gap / 2 * c[1]) / sweep])

    def bands(q):
        return np.linalg.eigh(np.array([[gap / 2, q], [q, -gap / 2]]))[1]

    start = bands(-q_end)[:, 0].astype(complex)
    run = solve_ivp(rhs, (-q_end, q_end), start, method="DOP853",
                    rtol=1e-9, atol=1e-11)
    assert run.success
    return -np.log(abs(np.vdot(bands(q_end)[:, 1], run.y[:, -1]))**2)


direct_results = []
for gap, hv in [(1.1, 0.5), (3.3, 0.5), (3.3, 0.9)]:
    m_r = mass_from_curvature(gap, hv)
    field = ceiling(gap, m_r, 5.0, C_DIRECT)
    # Evanescent decay constant from det[H(i*kappa) - E] = 0.
    action = 2 * quad(lambda e: np.sqrt(max(gap**2 / 4 - e**2, 0)) / hv,
                      -gap / 2, gap / 2)[0]
    assert abs(action / field - 5.0) < 2e-3
    measured = direct_minus_log_probability(gap, hv, field)
    assert abs(measured - 5.0) < 5e-3
    direct_results.append((gap, hv, m_r, field, measured))
fixed_velocity_ratio = direct_results[1][3] / direct_results[0][3]
assert abs(fixed_velocity_ratio - 3.0**2) < 5e-3


# ---- Indirect gap: the weaker of the two evanescent decays is followed ----
def indirect_action(gap, m_c, m_v, direct_gap=np.inf):
    """Exponent times field; a finite direct gap bends both tails."""
    def kappa(mass, depth):
        return np.sqrt(2 * mass * depth * (1 - depth / direct_gap)
                       / HBAR2_M0)
    switch = m_c * gap / (m_c + m_v)
    return 2 * quad(lambda e: min(kappa(m_v, e), kappa(m_c, gap - e)),
                    0, gap, points=[switch], limit=200)[0]


def log_rate_integral(gap, m_c, m_v, field):
    """Log generation rate from energy-normalized Airy states.
    Phonon coupling and other common constants are omitted."""
    theta_c = (HBAR2_M0 * field**2 / (2 * m_c))**(1 / 3)
    theta_v = (HBAR2_M0 * field**2 / (2 * m_v))**(1 / 3)
    exponent = indirect_action(gap, m_c, m_v) / field
    # Transverse electron and hole energies add; their sum has weight 'extra'.
    extra = np.linspace(0, 40 * gap / (1.5 * exponent), 241)
    total = (gap + extra)[:, None]
    position = np.linspace(-0.3, 1.3, 801)
    u = total * position[None, :]
    density = (airy((total - u) / theta_c)[0]**2
               * airy(u / theta_v)[0]**2)
    overlap = simpson(density, x=position, axis=1) * total[:, 0]
    transverse = simpson(extra * overlap, x=extra)
    return np.log(field**2 * m_c * m_v / (theta_c * theta_v)**2
                  * transverse)


def log_rate_law(gap, m_c, m_v, field):
    m_r = reduced(m_c, m_v)
    exponent = ceiling(gap, m_r, 1.0, C_INDIRECT) / field
    return (2.5 * np.log(field) + 1.5 * np.log(m_c * m_v)
            - 1.25 * np.log(m_r) - 1.75 * np.log(gap) - exponent)


def rate_offset(gap, m_c, m_v, exponent):
    field = ceiling(gap, reduced(m_c, m_v), exponent, C_INDIRECT)
    return (log_rate_integral(gap, m_c, m_v, field)
            - log_rate_law(gap, m_c, m_v, field))


for gap, m_c, m_v in [(1.1, 0.2, 0.2), (3.3, 0.4, 0.6), (2.0, 0.2, 0.9)]:
    expected = ceiling(gap, reduced(m_c, m_v), 1.0, C_INDIRECT)
    assert abs(indirect_action(gap, m_c, m_v) / expected - 1) < 1e-6

# The omitted common constant must not depend on field, gap or masses.
# Tolerance allows for the relative 1/S corrections to Laplace integration.
reference_offset = rate_offset(1.1, 0.2, 0.2, 200)
rate_errors = [rate_offset(*case) - reference_offset for case in
               [(1.1, 0.2, 0.2, 100), (3.3, 0.2, 0.2, 200),
                (1.1, 0.2, 0.6, 200)]]
assert max(abs(x) for x in rate_errors) < 0.05
example_rate_error = (rate_offset(3.3, 0.4, 0.6, 20)
                      - rate_offset(1.1, 0.2, 0.2, 20))
assert abs(example_rate_error) < 0.05

# ---- Worked example: rough silicon values and a wide-gap model crystal ----
S_FIXED = 20.0
ROOM_T, HOT_T = 300.0, 450.0
GAP_SLOPE = 3e-4                 # eV/K, rough decrease on heating
DOPING = 1e17                    # cm^-3
PATH, LAYER = 6.0, 1000.0        # nm, avalanche model
crystals = {
    "Si": dict(gap=1.1, mc=0.2, mv=0.2, heavy=0.9,
               phonon=0.06, direct=3.4, eps=12.0),
    "wide": dict(gap=3.3, mc=0.4, mv=0.6, heavy=0.6,
                 phonon=0.10, direct=6.0, eps=10.0),
}


def avalanche_field(gap):
    """Lucky-electron estimate with equal ionization coefficients:
    ionization coefficient times layer width equals one."""
    threshold = 1.5 * gap
    return brentq(lambda f: np.log(f * LAYER / threshold)
                  - threshold / (f * PATH), 1e-3, 10)


print(f"fixed exponent S = {S_FIXED:.0f} (dimensionless)")
print(f"exp(-S) = {np.exp(-S_FIXED):.2e} (dimensionless)")
print(f"C direct, indirect = {C_DIRECT:.4f}, {C_INDIRECT:.4f}")
for gap, hv, m_r, field, measured in direct_results:
    print(f"two-band: gap {gap:.1f} eV, hbar*v {hv:.1f} eV nm, "
          f"m_r {m_r:.4f} m0")
    print(f"  field {10*field:.2f} MV/cm, -ln P {measured:.4f} (target 5)")
print(f"fixed-v field ratio, gap x3: {fixed_velocity_ratio:.3f}")
print(f"rate-law log error, example pair: {example_rate_error:.4f}")
print(f"hot, room temperature = {HOT_T:.0f}, {ROOM_T:.0f} K; "
      f"gap slope = {-1000*GAP_SLOPE:.1f} meV/K")
print(f"doping = {DOPING:.0e} cm^-3; avalanche path = {PATH:.0f} nm, "
      f"layer = {LAYER:.0f} nm")

fields = {}
for name, p in crystals.items():
    gap, m_c, m_v = p["gap"], p["mc"], p["mv"]
    m_r = reduced(m_c, m_v)
    field = ceiling(gap, m_r, S_FIXED, C_INDIRECT)
    fields[name] = field
    length = gap / field
    emission = ((gap + p["phonon"]) / gap)**1.5
    absorption = ((gap - p["phonon"]) / gap)**1.5
    thermal = const.k * ROOM_T / const.e
    # Occupation ratio n/(n+1) is the Boltzmann factor.
    phonon_weight = np.exp(-p["phonon"] / thermal
                           + S_FIXED * (emission - absorption))
    bending = (indirect_action(gap, m_c, m_v, p["direct"])
               / indirect_action(gap, m_c, m_v))
    heavy = np.sqrt(reduced(p["heavy"], m_v) / m_r)
    hot = ((gap - GAP_SLOPE * (HOT_T - ROOM_T)) / gap)**1.5
    field_drop = (const.e * DOPING * 1e6 * length * 1e-9
                  / (const.epsilon_0 * p["eps"])) * 1e-9
    avalanche = avalanche_field(gap)
    assert avalanche < field
    print(f"{name}: gap {gap:.1f} eV; m_c {m_c:.1f}, m_v {m_v:.1f}, "
          f"m_r {m_r:.3f} m0")
    print(f"{name}: tunnelling ceiling = {10*field:.3f} MV/cm")
    print(f"{name}: barrier length = {length:.2f} nm")
    print(f"{name}: phonon {p['phonon']:.2f} eV; direct gap "
          f"{p['direct']:.1f} eV; permittivity {p['eps']:.0f}")
    print(f"{name}: field shift, phonon emission = {100*(emission-1):+.1f} %")
    print(f"{name}: field shift, absorption = {100*(absorption-1):+.1f} %")
    print(f"{name}: absorption/emission rate, 300 K = {phonon_weight:.2f}")
    print(f"{name}: field shift, bent tails = {100*(bending-1):+.1f} %")
    print(f"{name}: field shift, m_c {p['heavy']:.1f} m0 = "
          f"{100*(heavy-1):+.1f} %")
    print(f"{name}: field shift, 450 K gap = {100*(hot-1):+.1f} %")
    print(f"{name}: field drop over barrier = {100*field_drop/field:.2f} %")
    print(f"{name}: avalanche estimate = {10*avalanche:.2f} MV/cm")
    print(f"{name}: tunnelling S at that field = "
          f"{S_FIXED*field/avalanche:.1f}")

si, wide = crystals["Si"], crystals["wide"]
gap_factor = (wide["gap"] / si["gap"])**1.5
mass_factor = np.sqrt(reduced(wide["mc"], wide["mv"])
                      / reduced(si["mc"], si["mv"]))
target_rate = log_rate_law(si["gap"], si["mc"], si["mv"], fields["Si"])
equal_rate_field = brentq(
    lambda f: log_rate_law(wide["gap"], wide["mc"], wide["mv"], f)
    - target_rate, 0.2 * fields["wide"], 2 * fields["wide"])
equal_rate_S = S_FIXED * fields["wide"] / equal_rate_field
direct_wide = ceiling(wide["gap"], reduced(wide["mc"], wide["mv"]),
                      S_FIXED, C_DIRECT)
atomic_field = const.physical_constants["atomic unit of electric field"][0]
print(f"gap factor = {gap_factor:.3f}; mass factor = {mass_factor:.3f}")
print(f"ceiling ratio wide/Si = {fields['wide']/fields['Si']:.3f}")
print(f"wide at Si generation rate: {10*equal_rate_field:.2f} MV/cm, "
      f"S {equal_rate_S:.2f}")
print(f"equal-rate field ratio = {equal_rate_field/fields['Si']:.3f}")
print(f"wide, if direct two-band: {10*direct_wide:.2f} MV/cm")
print(f"ceilings in atomic units: Si {fields['Si']*1e9/atomic_field:.3e}, "
      f"wide {fields['wide']*1e9/atomic_field:.3e}")
print("all assertions hold")
```

Output:

```
fixed exponent S = 20 (dimensionless)
exp(-S) = 2.06e-09 (dimensionless)
C direct, indirect = 1.5708, 1.8856
two-band: gap 1.1 eV, hbar*v 0.5 eV nm, m_r 0.0838 m0
  field 3.80 MV/cm, -ln P 5.0000 (target 5)
two-band: gap 3.3 eV, hbar*v 0.5 eV nm, m_r 0.2515 m0
  field 34.21 MV/cm, -ln P 5.0000 (target 5)
two-band: gap 3.3 eV, hbar*v 0.9 eV nm, m_r 0.0776 m0
  field 19.01 MV/cm, -ln P 5.0000 (target 5)
fixed-v field ratio, gap x3: 9.000
rate-law log error, example pair: -0.0000
hot, room temperature = 450, 300 K; gap slope = -0.3 meV/K
doping = 1e+17 cm^-3; avalanche path = 6 nm, layer = 1000 nm
Si: gap 1.1 eV; m_c 0.2, m_v 0.2, m_r 0.100 m0
Si: tunnelling ceiling = 1.246 MV/cm
Si: barrier length = 8.83 nm
Si: phonon 0.06 eV; direct gap 3.4 eV; permittivity 12
Si: field shift, phonon emission = +8.3 %
Si: field shift, absorption = -8.1 %
Si: absorption/emission rate, 300 K = 2.59
Si: field shift, bent tails = -5.0 %
Si: field shift, m_c 0.9 m0 = +27.9 %
Si: field shift, 450 K gap = -6.1 %
Si: field drop over barrier = 1.07 %
Si: avalanche estimate = 0.73 MV/cm
Si: tunnelling S at that field = 34.3
wide: gap 3.3 eV; m_c 0.4, m_v 0.6, m_r 0.240 m0
wide: tunnelling ceiling = 10.031 MV/cm
wide: barrier length = 3.29 nm
wide: phonon 0.10 eV; direct gap 6.0 eV; permittivity 10
wide: field shift, phonon emission = +4.6 %
wide: field shift, absorption = -4.5 %
wide: absorption/emission rate, 300 K = 0.13
wide: field shift, bent tails = -9.4 %
wide: field shift, m_c 0.6 m0 = +11.8 %
wide: field shift, 450 K gap = -2.0 %
wide: field drop over barrier = 0.06 %
wide: avalanche estimate = 2.18 MV/cm
wide: tunnelling S at that field = 92.0
gap factor = 5.196; mass factor = 1.549
ceiling ratio wide/Si = 8.050
wide at Si generation rate: 8.23 MV/cm, S 24.39
equal-rate field ratio = 6.601
wide, if direct two-band: 8.36 MV/cm
ceilings in atomic units: Si 2.423e-04, wide 1.951e-03
all assertions hold
```
